# Film thickness from an ion-scattering width: the surface-energy approximation: a program that tests the result

```python
"""Surface-energy approximation for the width of an ion-scattering signal.

Result under test:  W = [S] t - C t^2 + O(t^3),
    [S] = K S(E0)/cos(theta1) + S(K E0)/cos(theta2),   t ~ W/[S].
W: separation of front and back edges (keV); t: film thickness (nm);
S(E): energy loss per path (keV/nm); K: kinematic factor;
E0: beam energy (keV); theta1, theta2: inward and outward angles to normal;
C: second-order coefficient from the energy dependence of S.
The reference widths come from numerical slowing down along both legs.
"""
import numpy as np
from scipy.integrate import solve_ivp, quad
from scipy.optimize import brentq

M1, M2 = 4.0, 100.0
E0 = 2000.0
TH1, TH2, THETA = np.radians([30.0, 10.0, 160.0])
S_MAX, E_MAX = 0.5, 1000.0
ATOM_DENSITY = 50.0
WIDTH = 100.0
FWHM = 15.0
a, b = 1 / np.cos(TH1), 1 / np.cos(TH2)


def stopping(E):
    r = np.sqrt(E / E_MAX)
    return 2 * S_MAX / (r + 1 / r)


def stopping_slope(E):
    return stopping(E) * (E_MAX - E) / (2 * E * (E_MAX + E))


def kinematic_factor(m1, m2, theta):
    root = np.sqrt(m2**2 - (m1 * np.sin(theta))**2)
    return ((m1 * np.cos(theta) + root) / (m1 + m2))**2


K = kinematic_factor(M1, M2, THETA)


def uniform(x):
    return 1.0


def slow_down(energy, start, end, slant, density=uniform):
    """Integrate the loss between two depths; density is relative."""
    if start == end:
        return energy
    sign = np.sign(end - start)
    sol = solve_ivp(
        lambda x, E: -sign * slant * density(x) * stopping(E),
        (start, end), [energy], method="DOP853", rtol=1e-12, atol=1e-10)
    assert sol.success
    return sol.y[0, -1]


def both_legs(depth, beam=E0, density=uniform):
    """Energy just before scattering, and energy at the detector."""
    before = slow_down(beam, 0.0, depth, a, density)
    return before, slow_down(K * before, depth, 0.0, b, density)


def true_width(t, beam=E0, density=uniform):
    return K * beam - both_legs(t, beam, density)[1]


def loss_factor(beam):
    return K * a * stopping(beam) + b * stopping(K * beam)


def second_coefficient(beam):
    s0, s1 = stopping(beam), stopping(K * beam)
    d0, d1 = stopping_slope(beam), stopping_slope(K * beam)
    return (0.5 * K * a**2 * s0 * d0 + K * a * b * s0 * d1
            + 0.5 * b**2 * s1 * d1)


# Kinematic factor: rotate the velocity in the centre-of-mass frame.
for m2 in (12.0, 100.0):
    for chi in (0.4, 1.5, 2.9):
        vx = (M1 + m2 * np.cos(chi)) / (M1 + m2)
        vy = m2 * np.sin(chi) / (M1 + m2)
        lab = np.arctan2(vy, vx)
        assert abs(kinematic_factor(M1, m2, lab) - vx**2 - vy**2) < 1e-12

# Scattering angle from the directions of the legs (second axis inward).
inward = np.array([np.sin(TH1), np.cos(TH1)])
outward = np.array([-np.sin(TH2), -np.cos(TH2)])
assert abs(np.arccos(inward @ outward) - THETA) < 1e-12

# Slope of the stopping power, and slowing down against the range integral.
for E in (500.0, 1700.0):
    fd = (stopping(E + 0.1) - stopping(E - 0.1)) / 0.2
    assert abs(fd - stopping_slope(E)) < 1e-9
E_deep = slow_down(E0, 0.0, 300.0, a)
path = quad(lambda E: 1 / stopping(E), E_deep, E0, epsabs=1e-10)[0]
assert abs(path - 300.0 * a) < 1e-6

# First-order limit, second-order coefficient and cubic remainder.
S_factor, C = loss_factor(E0), second_coefficient(E0)
assert abs(true_width(0.1) / 0.1 / S_factor - 1) < 1e-4


def remainder(t):
    return true_width(t) - S_factor * t + C * t**2


cubic_ratio = remainder(40.0) / remainder(20.0)
assert abs(remainder(20.0)) < 0.02 * abs(C) * 20.0**2
assert abs(cubic_ratio - 8) < 0.4

# Conversion of the example width.
t_surface = WIDTH / S_factor
t_corrected = t_surface + C * t_surface**2 / S_factor
t_full = brentq(lambda t: true_width(t) - WIDTH, 50, 200, xtol=1e-9)
assert abs(t_corrected - t_full) < 0.05 * abs(t_surface - t_full)
t_without_K = WIDTH / (a * stopping(E0) + b * stopping(K * E0))
assert abs(t_without_K - t_full) > 5 * abs(t_surface - t_full)

# Exact width from path-averaged stopping, averages taken over depth.
nodes, weights = np.polynomial.legendre.leggauss(12)
depths = 0.5 * t_full * (nodes + 1)
E_back, E_det = both_legs(t_full)
mean_in = 0.5 * sum(w * stopping(slow_down(E0, 0.0, x, a))
                    for x, w in zip(depths, weights))
mean_out = 0.5 * sum(w * stopping(slow_down(K * E_back, t_full, x, b))
                     for x, w in zip(depths, weights))
assert abs(t_full * (K * a * mean_in + b * mean_out) - WIDTH) < 1e-6

# Sign of the error on either side of the stopping maximum.
table = []
for t in (50.0, 100.0, 200.0, 400.0, 800.0):
    w = true_width(t)
    estimate = w / S_factor
    error, predicted = estimate / t - 1, -C * t / S_factor
    assert both_legs(t)[1] > E_MAX or t > 400
    if both_legs(t)[1] > E_MAX:
        assert error > 0
    if t <= 200:
        assert abs(error / predicted - 1) < 0.05
    table.append((t, w, estimate, 100 * error, 100 * predicted))
LOW_BEAM = 600.0
low_width = true_width(100.0, LOW_BEAM)
low_estimate = low_width / loss_factor(LOW_BEAM)
assert low_estimate < 100.0

# Only areal density matters: depth-dependent density with mean one.
graded_width = true_width(
    t_full, density=lambda x: 1 + 0.6 * np.cos(np.pi * x / t_full))
assert abs(graded_width - WIDTH) < 1e-6

# Rutherford spectrum with constant Gaussian detector resolution.
sigma = FWHM / np.sqrt(8 * np.log(2))
Poly = np.polynomial.Chebyshev
fit_x = 0.5 * t_full * (1 - np.cos(np.pi * np.arange(13) / 12))
legs = np.array([both_legs(x) for x in fit_x])
E_in_fit = Poly.fit(fit_x, legs[:, 0], 7)
E_det_fit = Poly.fit(fit_x, legs[:, 1], 7)
E_det_slope = E_det_fit.deriv()
z, wz = np.polynomial.legendre.leggauss(400)
x_int, w_int = 0.5 * t_full * (z + 1), 0.5 * t_full * wz
yield_int = (E0 / E_in_fit(x_int))**2
E_int = E_det_fit(x_int)


def spectrum(E):
    gauss = np.exp(-0.5 * ((E - E_int) / sigma)**2)
    return np.sum(w_int * yield_int * gauss) / (sigma * np.sqrt(2 * np.pi))


def sharp_height(x):
    return (E0 / E_in_fit(x))**2 / -E_det_slope(x)


edges, shifts = [], []
for x in (0.0, t_full):
    centre, height = E_det_fit(x), sharp_height(x)
    half = brentq(lambda E: spectrum(E) - height / 2,
                  centre - sigma, centre + sigma, xtol=1e-10)
    h = 0.01
    dg_dE = ((sharp_height(x + h) - sharp_height(x - h))
             / (2 * h * E_det_slope(x)))
    expected = -sigma**2 * dg_dE / height
    assert abs((half - centre) / expected - 1) < 0.05
    edges.append(half)
    shifts.append((half - centre, expected))
half_width = edges[0] - edges[1]
assert abs(half_width - WIDTH) < 0.02

print(f"Masses M1, M2: {M1:.0f}, {M2:.0f} u")
print(f"Beam energy E0: {E0:.0f} keV")
print("Angles theta1, theta2, theta: "
      + ", ".join(f"{np.degrees(v):.0f}" for v in (TH1, TH2, THETA)) + " deg")
print(f"Stopping maximum Sm: {S_MAX:.2f} keV/nm at Em = {E_MAX:.0f} keV")
print(f"Path factors a, b: {a:.5f}, {b:.5f}")
print(f"Kinematic factor K: {K:.5f}")
print(f"Front-edge energy K E0: {K * E0:.2f} keV")
print(f"S(E0): {stopping(E0):.5f} keV/nm")
print(f"S(K E0): {stopping(K * E0):.5f} keV/nm")
print(f"Inward term K a S(E0): {K * a * stopping(E0):.5f} keV/nm")
print(f"Outward term b S(K E0): {b * stopping(K * E0):.5f} keV/nm")
print(f"Loss factor [S]: {S_factor:.5f} keV/nm")
print(f"S'(E0): {stopping_slope(E0):.4e} 1/nm")
print(f"S'(K E0): {stopping_slope(K * E0):.4e} 1/nm")
print(f"Coefficient C: {C:.4e} keV/nm^2")
print(f"Cubic remainder ratio, 40 nm to 20 nm: {cubic_ratio:.3f}")
print(f"Given width W: {WIDTH:.1f} keV")
print(f"Thickness, surface-energy: {t_surface:.3f} nm")
print(f"Thickness, corrected: {t_corrected:.3f} nm")
print(f"Thickness, full slowing down: {t_full:.3f} nm")
print(f"Surface-energy error: {100 * (t_surface / t_full - 1):.3f} %")
print(f"Thickness if K is omitted: {t_without_K:.3f} nm")
print(f"Error if K is omitted: {100 * (t_without_K / t_full - 1):.2f} %")
print(f"Energy before scattering at back face: {E_back:.3f} keV")
print(f"Detected back-edge energy: {E_det:.3f} keV")
print(f"Mean stopping inward: {mean_in:.5f} keV/nm")
print(f"Mean stopping outward: {mean_out:.5f} keV/nm")
print(f"Atomic density: {ATOM_DENSITY:.0f} atoms/nm^3")
print(f"Areal density, surface-energy: {ATOM_DENSITY * t_surface:.1f}"
      " atoms/nm^2")
print(f"Same areal density: {ATOM_DENSITY * t_surface * 1e14:.4e}"
      " atoms/cm^2")
print(f"Width with graded density: {graded_width:.5f} keV")
print("t (nm), W (keV), W/[S] (nm), error (%), predicted error (%)")
for row in table:
    print("{:.0f}, {:.3f}, {:.3f}, {:.3f}, {:.3f}".format(*row))
print(f"Beam {LOW_BEAM:.0f} keV, 100 nm film: W = {low_width:.3f} keV")
print(f"Beam {LOW_BEAM:.0f} keV: [S] = {loss_factor(LOW_BEAM):.5f} keV/nm")
print(f"Beam {LOW_BEAM:.0f} keV: W/[S] = {low_estimate:.3f} nm")
print(f"Resolution FWHM, sigma: {FWHM:.1f}, {sigma:.3f} keV")
for name, (found, expected) in zip(("Front", "Back"), shifts):
    print(f"{name} half-height shift, found and predicted: "
          f"{found:.4f}, {expected:.4f} keV")
print(f"Half-height width: {half_width:.4f} keV")
print("checks complete")
```

It prints:

```
Masses M1, M2: 4, 100 u
Beam energy E0: 2000 keV
Angles theta1, theta2, theta: 30, 10, 160 deg
Stopping maximum Sm: 0.50 keV/nm at Em = 1000 keV
Path factors a, b: 1.15470, 1.01543
Kinematic factor K: 0.85619
Front-edge energy K E0: 1712.38 keV
S(E0): 0.47140 keV/nm
S(K E0): 0.48245 keV/nm
Inward term K a S(E0): 0.46605 keV/nm
Outward term b S(K E0): 0.48989 keV/nm
Loss factor [S]: 0.95594 keV/nm
S'(E0): -3.9284e-05 1/nm
S'(K E0): -3.6998e-05 1/nm
Coefficient C: -3.7282e-05 keV/nm^2
Cubic remainder ratio, 40 nm to 20 nm: 8.223
Given width W: 100.0 keV
Thickness, surface-energy: 104.609 nm
Thickness, corrected: 104.182 nm
Thickness, full slowing down: 104.189 nm
Surface-energy error: 0.403 %
Thickness if K is omitted: 96.691 nm
Error if K is omitted: -7.20 %
Energy before scattering at back face: 1943.152 keV
Detected back-edge energy: 1612.384 keV
Mean stopping inward: 0.47252 keV/nm
Mean stopping outward: 0.48515 keV/nm
Atomic density: 50 atoms/nm^3
Areal density, surface-energy: 5230.4 atoms/nm^2
Same areal density: 5.2304e+17 atoms/cm^2
Width with graded density: 100.00000 keV
t (nm), W (keV), W/[S] (nm), error (%), predicted error (%)
50, 47.890, 50.097, 0.194, 0.195
100, 95.964, 100.387, 0.387, 0.390
200, 192.650, 201.529, 0.764, 0.780
400, 388.031, 405.915, 1.479, 1.560
800, 784.438, 820.592, 2.574, 3.120
Beam 600 keV, 100 nm film: W = 94.382 keV
Beam 600 keV: [S] = 0.95943 keV/nm
Beam 600 keV: W/[S] = 98.373 nm
Resolution FWHM, sigma: 15.0, 6.370 keV
Front half-height shift, found and predicted: 0.0198, 0.0198 keV
Back half-height shift, found and predicted: 0.0206, 0.0205 keV
Half-height width: 99.9992 keV
checks complete
```
